\section*{Quadratic Stark shift of an exciton by the Dalgarno–Lewis method}

\section*{Question}

A semiconductor with isotropic parabolic bands contains one electron of effective mass $m_c$ and one hole of effective mass $m_v$. They attract each other through a Coulomb potential reduced by a uniform dielectric constant $\varepsilon$. Electron-hole exchange and coupling to other bands are neglected. A weak, static, uniform electric field of strength $\mathcal F$ points along $+x$; $\mathcal F$ is the field inside the material. The pair moves either in three dimensions or in an ideal plane that contains the field, and in both cases the attraction is proportional to $1/r$.

The free-electron mass is $m_e$, the Bohr radius is $a_0$, the Hartree energy is $E_h$, and $e>0$. Energies are measured from the band gap. The number of dimensions is $d$, equal to 3 or 2.

\section*{Part (a): the relative motion}

\textbf{Question.} Show that the field acts on the relative motion alone, and write the relative Hamiltonian in units that remove $\varepsilon$ and the masses.

\textbf{Answer.} Let $M=m_c+m_v$, $\mathbf R=(m_c\mathbf r_e+m_v\mathbf r_h)/M$ and $\mathbf r=\mathbf r_e-\mathbf r_h$. The chain rule gives
\begin{equation}
\nabla_e=\frac{m_c}{M}\nabla_R+\nabla_r,\qquad
\nabla_h=\frac{m_v}{M}\nabla_R-\nabla_r .
\end{equation}
In the sum $\nabla_e^2/m_c+\nabla_h^2/m_v$ the cross terms are $+2\nabla_R\cdot\nabla_r/M$ and $-2\nabla_R\cdot\nabla_r/M$, which cancel. What remains is
\begin{equation}
\frac{\nabla_e^2}{m_c}+\frac{\nabla_h^2}{m_v}
=\frac{\nabla_R^2}{M}+\frac{\nabla_r^2}{\mu},\qquad
\frac1\mu=\frac1{m_c}+\frac1{m_v}.
\end{equation}
The electrostatic potential of the field is $-\mathcal F x$. The electron, of charge $-e$, has energy $+e\mathcal F x_e$, and the hole has energy $-e\mathcal F x_h$. Their sum is $e\mathcal F(x_e-x_h)=e\mathcal F x$, with no dependence on $\mathbf R$, because the pair is neutral. The centre of mass therefore moves freely, and we take it at rest.

We choose the length $a_X$ so that the kinetic scale equals the Coulomb scale:
\begin{equation}
\frac{\hbar^2}{\mu a_X^2}=\frac{e^2}{4\pi\varepsilon_0\varepsilon a_X}
\equiv E_X .
\end{equation}
This gives the excitonic atomic units
\begin{equation}
a_X=\varepsilon\frac{m_e}{\mu}a_0,\qquad
E_X=\frac{\mu}{m_e}\frac{E_h}{\varepsilon^2},\qquad
F_X=\frac{E_X}{e a_X}.
\end{equation}
With lengths in $a_X$, energies in $E_X$ and $F=\mathcal F/F_X$,
\begin{equation}
H=H_0+Fx,\qquad H_0=-\tfrac12\nabla^2-\frac1r .
\label{eq:H}
\end{equation}

\section*{Part (b): the ground state without field}

\textbf{Question.} Find the ground state and its energy for both values of $d$, and show that there is no shift linear in $F$.

\textbf{Answer.} Try $\psi_0=Ne^{-\kappa r}$. For a function of $r$ alone, $\nabla^2=\partial_r^2+\frac{d-1}{r}\partial_r$, so
\begin{equation}
H_0\psi_0=\left[-\frac{\kappa^2}{2}
+\frac1r\left(\frac{(d-1)\kappa}{2}-1\right)\right]\psi_0 .
\end{equation}
The bracket must be constant, so the coefficient of $1/r$ must vanish:
\begin{equation}
\kappa=\frac{2}{d-1},\qquad E_0=-\frac{\kappa^2}{2}.
\end{equation}
In three dimensions $\kappa=1$ and $E_0=-1/2$; in two, $\kappa=2$ and $E_0=-2$. The function has no node, so it is the non-degenerate ground state. The density $\psi_0^2$ is even under $x\to-x$, and hence the first-order energy $F\langle\psi_0|x|\psi_0\rangle$ is zero.

\section*{Part (c): replacing the sum over states}

\textbf{Question.} Derive an inhomogeneous equation whose solution gives the second-order energy, and relate it to the usual sum over excited states. Define the polarizability $\alpha$ by $\Delta E=-\alpha F^2/2$ at leading order.

\textbf{Answer.} Write $\psi=\psi_0+F\psi_1+F^2\psi_2+\dots$ and $E=E_0+F^2E_2+\dots$, and collect powers of $F$ in $H\psi=E\psi$:
\begin{align}
(H_0-E_0)\psi_1&=-x\psi_0,\label{eq:DL}\\
(H_0-E_0)\psi_2+x\psi_1&=E_2\psi_0 .
\end{align}
Project the second line on $\psi_0$. Since $H_0$ is Hermitian, the term with $\psi_2$ vanishes, and
\begin{equation}
E_2=\langle\psi_0|x|\psi_1\rangle,\qquad \alpha=-2E_2 .
\label{eq:E2}
\end{equation}
To recover the sum over states, project Eq.~\eqref{eq:DL} on an excited eigenstate $\phi_k$ of $H_0$ with energy $\epsilon_k$. This gives $\langle\phi_k|\psi_1\rangle=-\langle\phi_k|x|\psi_0\rangle/(\epsilon_k-E_0)$, and insertion in Eq.~\eqref{eq:E2} yields
\begin{equation}
\alpha=2\sum_k\frac{|\langle\phi_k|x|\psi_0\rangle|^2}{\epsilon_k-E_0},
\label{eq:sum}
\end{equation}
where the sum includes an integral over the unbound electron-hole states. No term is negative and some are nonzero, so the ground level moves down. The Dalgarno--Lewis method solves the single equation \eqref{eq:DL} and so avoids the sum and the integral.

\section*{Part (d): the first-order state}

\textbf{Question.} Solve Eq.~\eqref{eq:DL} in closed form by writing $\psi_1=f\psi_0$.

\textbf{Answer.} The product rule gives
\begin{equation}
H_0(f\psi_0)=fH_0\psi_0-\tfrac12\psi_0\nabla^2f-\nabla f\cdot\nabla\psi_0 .
\end{equation}
The first term is $E_0f\psi_0$ and cancels against $-E_0\psi_1$, which removes the Coulomb potential. With $\nabla\psi_0=-\kappa(\mathbf r/r)\psi_0$, division by $\psi_0$ leaves
\begin{equation}
-\tfrac12\nabla^2f+\kappa\,\frac{\partial f}{\partial r}=-x .
\label{eq:f}
\end{equation}
The source is $x$ times a constant, which suggests $f=-x(c_1+c_2r)$. The derivatives needed are
\begin{align}
\nabla^2x&=0,\qquad \frac{\partial x}{\partial r}=\frac xr,
\qquad \frac{\partial(xr)}{\partial r}=2x,\\
\nabla^2(xr)&=x\nabla^2r+2\nabla x\cdot\nabla r
=\frac{(d-1)x}{r}+\frac{2x}{r}=\frac{(d+1)x}{r}.
\end{align}
The radial derivatives are taken at fixed direction, for which $x$ is proportional to $r$. Equation \eqref{eq:f} becomes
\begin{equation}
\frac xr\left[\frac{(d+1)c_2}{2}-\kappa c_1\right]-2\kappa c_2x=-x .
\end{equation}
The terms in $x$ and in $x/r$ must balance separately:
\begin{equation}
c_2=\frac1{2\kappa},\qquad
c_1=\frac{(d+1)c_2}{2\kappa}=\frac{d+1}{4\kappa^2}.
\end{equation}
Explicitly,
\begin{align}
d=3:\quad \psi_1&=-x\left(1+\frac r2\right)\psi_0,\\
d=2:\quad \psi_1&=-x\left(\frac3{16}+\frac r4\right)\psi_0 .
\end{align}
Both functions are normalizable. Two normalizable solutions of Eq.~\eqref{eq:DL} differ by a solution of $(H_0-E_0)\chi=0$, that is, by a multiple of $\psi_0$. The condition $\langle\psi_0|\psi_1\rangle=0$ excludes that multiple, and our odd $\psi_1$ satisfies it.

The sign has a direct meaning. To first order the density is $\psi_0^2(1+2Ff)$, which is raised where $x<0$. The electron is drawn against the field and the hole along it, so $x_e-x_h$ becomes negative on average.

\section*{Part (e): the polarizabilities}

\textbf{Question.} Evaluate $\alpha$ in three and in two dimensions, and account for the ratio of the two values.

\textbf{Answer.} From Eq.~\eqref{eq:E2}, $\alpha=2\langle x^2(c_1+c_2r)\rangle$, with averages taken in $\psi_0$. All directions are equivalent, so $x^2$ may be replaced by $r^2/d$:
\begin{equation}
\alpha=\frac2d\left(c_1\langle r^2\rangle+c_2\langle r^3\rangle\right).
\label{eq:alpha}
\end{equation}
The volume element contributes $r^{d-1}dr$, and $\int_0^\infty r^pe^{-2\kappa r}dr=p!/(2\kappa)^{p+1}$. The ratio of the integrals with and without $r^n$ is
\begin{equation}
\langle r^n\rangle=\frac{(d+n-1)!}{(d-1)!\,(2\kappa)^n}.
\end{equation}
In three dimensions this gives $\langle r^2\rangle=12/4=3$ and $\langle r^3\rangle=60/8=15/2$, so
\begin{equation}
\alpha_{3\mathrm D}=\frac23\left(1\cdot3+\frac12\cdot\frac{15}{2}\right)
=\frac23\cdot\frac{27}{4}=\frac92 .
\end{equation}
In two dimensions $\langle r^2\rangle=6/16=3/8$ and $\langle r^3\rangle=24/64=3/8$, so
\begin{equation}
\alpha_{2\mathrm D}=\frac3{16}\cdot\frac38+\frac14\cdot\frac38
=\frac38\cdot\frac7{16}=\frac{21}{128}.
\end{equation}
The corresponding shifts are $-9F^2/4$ and $-21F^2/256$.

To compare them, keep $d$ and $\kappa$ as symbols in Eq.~\eqref{eq:alpha}:
\begin{align}
\alpha&=\frac2d\left[\frac{d(d+1)^2}{16\kappa^4}
+\frac{d(d+1)(d+2)}{16\kappa^4}\right]\nonumber\\
&=\frac{(d+1)(2d+3)}{8\kappa^4}.
\end{align}
The factor $\kappa^{-4}$ combines a squared length, $\kappa^{-2}$, with an inverse energy, $\kappa^{-2}$. It makes the three-dimensional value $2^4=16$ times larger. The remaining factor is $(4\cdot9)/(3\cdot7)=12/7$, and the full ratio is $192/7\approx27.4$. With the same $1/r$ attraction, the exciton in the ideal plane is harder to polarize mainly because it is smaller and more tightly bound.

\section*{Part (f): bounds, and the role of unbound pairs}

\textbf{Question.} Bracket $\alpha$ between two bounds that use only the lowest excited level coupled by $x$. What fraction of $\alpha$ comes from bound excitons?

\textbf{Answer.} The function $x\psi_0$ is a function of $r$ times the angular factor $x/r$. Eigenstates of the rotationally symmetric $H_0$ can be chosen with definite angular form, and different forms are orthogonal, so only states with the factor $x/r$ are coupled to $\psi_0$. For the lowest of them try $\phi=xe^{-qr}$, up to normalization. Its Laplacian is
\begin{align}
\nabla^2\phi&=x\nabla^2e^{-qr}+2\frac{\partial e^{-qr}}{\partial x}\nonumber\\
&=\left[q^2-\frac{(d+1)q}{r}\right]\phi .
\end{align}
The Coulomb term cancels for $q=2/(d+1)$, and the energy is $-q^2/2$: $-1/8$ in three dimensions and $-2/9$ in two. The radial factor has no node, so no state of this angular form lies lower. The excitation energies are $\Delta=-1/8+1/2=3/8$ and $\Delta=-2/9+2=16/9$.

For the upper bound, replace every denominator in Eq.~\eqref{eq:sum} by its smallest value $\Delta$. Completeness gives $\sum_k|\langle\phi_k|x|\psi_0\rangle|^2=\langle x^2\rangle$, the ground state itself contributing nothing. Therefore $\alpha\le2\langle x^2\rangle/\Delta$. With $\langle x^2\rangle=1$ and $3/16$, the bounds are $5.333$ and $0.2109$.

For the lower bound, keep the single term with $\phi$. With $I(s)=\int_0^\infty r^{d+1}e^{-sr}dr=(d+1)!/s^{d+2}$ and $J=(d-1)!/(2\kappa)^d$,
\begin{equation}
\alpha\ge\frac{2}{\Delta}\,\frac{I(q+\kappa)^2}{d\,I(2q)\,J},
\end{equation}
where $1/d$ is the angular average of $x^2/r^2$. The right side is $2.960$ in three dimensions and $0.0667$ in two. Thus
\begin{equation}
2.960<\frac92<5.333,\qquad 0.0667<\frac{21}{128}<0.2109 .
\end{equation}

A numerical sum over the bound levels from $n=2$ to $n=60$, where $n=1$ is the ground level, gives $3.662$ in three dimensions and $0.0848$ in two. These are $81.4\%$ and $51.7\%$ of $\alpha$. The bound levels above $n=60$ add an estimated $9\times10^{-4}$ and $2\times10^{-5}$, far too little to fill the gap. Unbound electron-hole states therefore supply about $19\%$ of the polarizability in three dimensions and about $48\%$ in two. A sum restricted to bound excitons would miss almost half of the planar result.

\section*{Part (g): a numerical case}

\textbf{Question.} Take the model parameters $\mu=0.1\,m_e$, $\varepsilon=10$ and $\mathcal F=0.5$~kV/cm. Find the Stark shifts and the mean electron-hole displacements for both dimensions.

\textbf{Answer.} Here $\varepsilon m_e/\mu=100$ and $\mu/(m_e\varepsilon^2)=10^{-3}$, so
\begin{equation}
a_X=5.292\ \mathrm{nm},\qquad E_X=27.21\ \mathrm{meV},\qquad
F_X=51.42\ \mathrm{kV/cm}.
\end{equation}
The reduced field is $F=0.5/51.422=0.009723$, and the square of the unrounded value is $F^2=9.455\times10^{-5}$. The shifts are
\begin{align}
\Delta E_{3\mathrm D}&=-2.25\,F^2E_X=-2.127\times10^{-4}E_X
=-5.79\ \mu\mathrm{eV},\\
\Delta E_{2\mathrm D}&=-0.08203\,F^2E_X=-7.756\times10^{-6}E_X
=-0.211\ \mu\mathrm{eV}.
\end{align}
They are small beside the ground energies, $-13.61$ and $-54.42$~meV.

The mean separation follows from $\psi_0+F\psi_1$. To first order
\begin{equation}
\langle x\rangle=2F\langle\psi_0|x|\psi_1\rangle=2FE_2=-\alpha F .
\end{equation}
It equals $-0.0438\,a_X=-0.232$~nm in three dimensions and $-0.00160\,a_X=-0.0084$~nm in two. The induced dipole $-e\langle x\rangle$ points along the field.

In ordinary units the shift is
\begin{equation}
\Delta E=-\frac{\alpha}{2}\frac{e^2a_X^2}{E_X}\mathcal F^2
=-\frac{\alpha}{2}\,4\pi\varepsilon_0\varepsilon\,a_X^3\mathcal F^2 ,
\end{equation}
where the second form uses $E_X=e^2/(4\pi\varepsilon_0\varepsilon a_X)$. Since $a_X\propto\varepsilon/\mu$, the shift at fixed internal field varies as $\varepsilon^4/\mu^3$. Within this model, light carriers and strong screening make an exciton easy to polarize.

\section*{Part (h): range of validity}

\textbf{Question.} When does the quadratic law fail, and how accurate is it in part (g)?

\textbf{Answer.} There are two separate limitations. The first is the next term of the expansion. Reflection $x\to-x$ turns $H(F)$ into $H(-F)$, so the energy series contains even powers:
\begin{equation}
\Delta E=-\frac{\alpha F^2}{2}-\beta F^4+\dots
\end{equation}
The relative correction to the quadratic shift is then $2\beta F^2/\alpha$. Diagonalization of the full Hamiltonian \eqref{eq:H} in a finite set of localized functions confirms this growth. In three dimensions the computed shift exceeds the quadratic one by $0.249\%$ at $F=0.010$ and by $0.062\%$ at half that field. In two dimensions the excess is $0.172\%$ at $F=0.080$ and $0.043\%$ at half that field. Halving the field divides the excess by about four in both cases.

For the field of part (g), diagonalization gives $-5.80\ \mu$eV in three dimensions, $0.24\%$ larger in magnitude than the quadratic value. In two dimensions the difference is $0.0025\%$. The three-dimensional displacement from diagonalization is $-0.04396\,a_X$, against $-0.04376\,a_X$ from $-\alpha F$, a difference of $0.47\%$. This is twice the relative error of the shift, for a simple reason. For a normalized eigenstate $dE/dF=\langle dH/dF\rangle=\langle x\rangle$, so
\begin{equation}
\langle x\rangle=-\alpha F-4\beta F^3+\dots,
\end{equation}
whose relative correction is $4\beta F^2/\alpha$.

The second limitation is ionization. For any $F>0$ the potential falls without limit as $x\to-\infty$, so the exciton can tunnel apart. The level is then a resonance with a finite width. The quadratic law describes the weak-field shift of its position; a truncated series is real and gives no width, and neither does the single real eigenvalue of the diagonalization above. The full series in $F^2$ diverges for every $F\neq0$ and is only asymptotic; the width can be recovered from it by resummation (Borel--Pad\'e), or computed directly by complex scaling of the coordinates.

The barrier sets the field scale. On the negative $x$ axis the potential is $V(r)=-1/r-Fr$. Its derivative $1/r^2-F$ vanishes at $r=F^{-1/2}$, where
\begin{equation}
V_{\mathrm{top}}=-2\sqrt F .
\end{equation}
In part (g) $V_{\mathrm{top}}=-0.197\,E_X$, which lies $0.303\,E_X$ above the unperturbed ground level in three dimensions and $1.803\,E_X$ above it in two. The barrier top would fall to $E_0$ when $2\sqrt F=\kappa^2/2$, that is, at
\begin{equation}
F=\frac{\kappa^4}{16}=\frac1{16}\ (d=3),\qquad F=1\ (d=2).
\end{equation}
For the parameters of part (g) these are about $3.2$ and $51$~kV/cm. They are rough scales and not thresholds, because tunnelling occurs below them and the level itself shifts. The quadratic law requires fields well below these values. Complex scaling shows that the shift of the resonance exceeds the quadratic one by $0.9\%$ ($d=3$) and $2.7\%$ ($d=2$) at $0.3$ of the barrier field, by $2.7\%$ and $9.6\%$ at half of it, and by $15\%$ and $19\%$ at the barrier field itself, where the width has reached $8\%$ and $68\%$ of the quadratic shift.

The numbers $9/2$ and $21/128$ also rest on the $1/r$ attraction. A layer of finite thickness, or one whose surroundings screen differently from the layer itself, has an effective interaction that does not follow a single $1/r$ law at all distances, and hence, in general, another polarizability. The change can be large: for the Rytova--Keldysh interaction of a thin polarizable layer, which tends to $1/r$ only beyond a screening length $r_0$, the planar $\alpha$ is about $2.2$, $5.4$ and $15$ for $r_0=0.5$, $1$ and $2\,a_X$. It then exceeds $9/2$ already at $r_0=a_X$, so the ratio found in part (e) does not carry over to such layers.

\section*{Numbers as computed}
\begin{verbatim}
reduced mass = 0.1 m_e, dielectric constant = 10.0
length unit a_X = 5.2918 nm
energy unit E_X = 27.2114 meV
field unit F_X = 51.422 kV/cm
applied field = 0.5 kV/cm = 0.009723 F_X
--- 3D: kappa = 1.0, E0 = -0.500000 E_X = -13.606 meV
c1 = 1 = 1.0000, c2 = 1/2 = 0.5000 (exc. a.u.)
<r^2> = 3.000000 a_X^2, <r^3> = 7.500000 a_X^3
<x^2> = 1.000000 a_X^2
alpha, Dalgarno-Lewis = 4.5000000 exc. a.u.
alpha, finite-field diagonalization = 4.4999994 exc. a.u.
lower bound (n=2 only) = 2.95962 exc. a.u.
upper bound (closure) = 5.33333 exc. a.u.
bound levels n=2..60: 3.6624 exc. a.u., share 81.4 percent
estimated sum over n > 60 = 8.7e-04 exc. a.u.
departure from quadratic law at F = 0.010 F_X: 0.2491 percent
same at half that field: 0.0619 percent
quadratic shift = -2.12727e-04 E_X = -5.7886 micro-eV
diagonalized shift = -5.8022 micro-eV, ratio to quadratic 1.002354
mean separation: -alpha F = -0.043756 a_X = -0.23154 nm
mean separation, diagonalized = -0.043962 a_X
barrier top = -0.1972 E_X, above E0 by 0.3028 E_X
--- 2D: kappa = 2.0, E0 = -2.000000 E_X = -54.423 meV
c1 = 3/16 = 0.1875, c2 = 1/4 = 0.2500 (exc. a.u.)
<r^2> = 0.375000 a_X^2, <r^3> = 0.375000 a_X^3
<x^2> = 0.187500 a_X^2
alpha, Dalgarno-Lewis = 0.1640625 exc. a.u.
alpha, finite-field diagonalization = 0.1640625 exc. a.u.
lower bound (n=2 only) = 0.06674 exc. a.u.
upper bound (closure) = 0.21094 exc. a.u.
bound levels n=2..60: 0.0848 exc. a.u., share 51.7 percent
estimated sum over n > 60 = 1.9e-05 exc. a.u.
departure from quadratic law at F = 0.080 F_X: 0.1719 percent
same at half that field: 0.0428 percent
quadratic shift = -7.75569e-06 E_X = -0.2110 micro-eV
diagonalized shift = -0.2110 micro-eV, ratio to quadratic 1.000025
mean separation: -alpha F = -0.001595 a_X = -0.00844 nm
mean separation, diagonalized = -0.001595 a_X
barrier top = -0.1972 E_X, above E0 by 1.8028 E_X
--- alpha(3D) / alpha(2D) = 27.4286
ratio divided by 16 = 1.71429
\end{verbatim}
